# The $\alpha(Z\alpha)^5$ term in the Uehling shift of $nS$ levels, part 2

You asked for the term after $-4/15$ in the first-order Uehling shift of a Schrödinger $nS$ level, for a point nucleus of charge $Z$. Units are $\hbar=c=1$; $m$ is the loop electron's mass and $\mu$ the mass in the Schrödinger equation, with $\beta=Z\alpha\mu$ and $\kappa=\beta/m$. Your potential is

$$V(q)=-\frac{4\pi Z\alpha}{q^2}\,\frac{\alpha}{\pi}\,P(q),\qquad P(q)=2\int_0^1 dx\,x(1-x)\ln\!\Big[1+x(1-x)\frac{q^2}{m^2}\Big].$$

With $u=x(1-x)$ and $Q=q/m$, your small-$q$ expansion was

$$V(\mathbf r)=-4\alpha Z\alpha\Big[\frac{\delta^3(\mathbf r)}{15m^2}+\frac{\nabla^2\delta^3(\mathbf r)}{140m^4}+\dots\Big].$$

Its second term needs $\nabla^2|\psi|^2$ at the origin, which is infinite. Instead, we kept the potential exact,

$$V(r)=-\frac{Z\alpha}{r}\,\frac{2\alpha}{3\pi}\int_1^\infty w(t)\,e^{-2mrt}\,dt, \tag{1}$$

$$w(t)=\Big(1+\frac1{2t^2}\Big)\frac{\sqrt{t^2-1}}{t^2},$$

and expanded the density:

$$|\psi|^2=|\psi(0)|^2\sum_kc_k(\beta r)^k,\qquad|\psi(0)|^2=\frac{\beta^3}{\pi n^3},$$

with $c_0=1$, $c_1=-2$ (the cusp) and $c_2=\frac13\big(5+\frac1{n^2}\big)$. This gave

$$\Delta E=\frac\alpha\pi(Z\alpha)^4\frac{\mu^3}{m^2n^3}F_n(\kappa),\qquad F_n=\sum_ka_k\kappa^k,\qquad a_k=-\frac83\,c_k\frac{(k+1)!}{2^{k+2}}J_{k+2}, \tag{2}$$

$$J_p=\int_1^\infty\frac{w(t)}{t^p}dt=\int_0^1x^{p-1}\Big(1+\frac{x^2}2\Big)\sqrt{1-x^2}\,dx,$$

$$\Delta E(nS)=\frac\alpha\pi(Z\alpha)^4\frac{\mu^3}{m^2n^3}\Big[-\frac4{15}+\frac{5\pi}{48}\kappa-\frac2{35}\Big(5+\frac1{n^2}\Big)\kappa^2+\dots\Big]. \tag{3}$$

Thus $a_0=-\frac4{15}$ (the contact term), $a_1=\frac{5\pi}{48}$ and $a_2=-\frac6{35}c_2$. Term-by-term integration was shown to be allowed if $\kappa<n$. The ratio of the second term to the first is $-2\beta\bar r=-1.227185\,\kappa$, where $\bar r=0.613592/m$ is the mean radius weighted by the potential. The Fourier convention is $V(q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}V(r)$, which for a radial function is $V(q)=\frac{4\pi}{q}\int_0^\infty r\,V(r)\sin(qr)\,dr$. A program checks the results numerically.

### Why the expansion in $q^2/m^2$ misses the term

Apply your second term to the series for the density. In three dimensions $\nabla^2r^k=k(k+1)r^{k-2}$, so

$$\nabla^2|\psi|^2=|\psi(0)|^2\Big[-\frac{4\beta}r+6c_2\beta^2+O(r)\Big].$$

The constant piece gives $-4\alpha Z\alpha\cdot\frac{6c_2\beta^2}{140m^4}\cdot\frac{\beta^3}{\pi n^3}$, which in the units of (2) is $-\frac{24}{140}c_2\kappa^2=-\frac6{35}c_2\kappa^2$. This is exactly $a_2\kappa^2$. So the gradient expansion handles the smooth part $r^2$ of the density correctly. The piece $-4\beta/r$ comes from the cusp and diverges at the origin. A delta function is a valid stand-in for the potential only down to $r\sim1/m$; cutting $1/r$ off there replaces it by a number of order $m$, and the term becomes of order $\alpha Z\alpha\,\beta m|\psi(0)|^2/m^4$, one power of $\kappa$ above the contact term. That is the size of $a_1\kappa$, but the cutoff argument cannot give the coefficient, because $\nabla^4\delta^3/m^6$ and all higher terms contribute at the same order when cut off in the same way.

Momentum space makes this quantitative and gives a second derivation that does not use the spectral form. Let $G(q)$ be the Fourier transform of $|\psi|^2$. Then $\Delta E=\int\frac{d^3q}{(2\pi)^3}V(q)G(q)$ and $\int\frac{d^3q}{(2\pi)^3}G=|\psi(0)|^2$, so

$$\Delta E=V(0)|\psi(0)|^2+\int\frac{d^3q}{(2\pi)^3}\big[V(q)-V(0)\big]G(q),$$

where $V(0)=-4\alpha Z\alpha/(15m^2)$ is the value at $q=0$ and the first piece is the contact term. For $1S$, $|\psi|^2=\frac{\beta^3}\pi e^{-2\beta r}$ and $\int_0^\infty re^{-2\beta r}\sin(qr)\,dr=\mathrm{Im}\,(2\beta-iq)^{-2}=4\beta q/(q^2+4\beta^2)^2$, so

$$G_{1S}=\frac{16\beta^4}{(q^2+4\beta^2)^2}.$$

For general $n$ the behaviour at $q\gg\beta$ follows from repeated integration by parts in $\frac{4\pi}q\int r|\psi|^2\sin(qr)\,dr$, which assigns to each term $r^k$ of the density the transform $\frac{4\pi}q\,\mathrm{Im}\,\frac{(k+1)!}{(-iq)^{k+2}}$. For even $k$ the quantity $(-i)^{k+2}$ is real and the contribution vanishes. For $k=1$, $(-i)^3=i$ and $\mathrm{Im}\,[2/(iq^3)]=-2/q^3$, so $r$ transforms to $-8\pi/q^4$. With $c_1\beta=-2\beta$,

$$G(q)\to\frac{16\pi\beta|\psi(0)|^2}{q^4},$$

with corrections of relative order $\beta^2/q^2$ from $k=3$. For $1S$ this is $16\beta^4/q^4$, as the closed form shows; the program tests the tail for $n=1,2,3$.

Replace $G$ by its tail in the integral. This is allowed at small $q$ because $V(q)-V(0)\propto q^2$ makes $d^3q\,q^2/q^4$ integrable. The error involves $G$ minus its tail, which falls as $q^{-6}$, so the integral $\int d^3q\,q^2(\dots)/m^4$ converges at $q\sim\beta$ and is of order $\kappa^2$ relative to the contact term, one power of $\kappa$ smaller than the tail contribution itself. The tail itself, multiplied by the $q^2$ of your expansion, gives $\int dq$, a linear divergence, which is the $1/r$ found above. With the full $P$, $V(q)-V(0)=4\pi Z\alpha\frac\alpha\pi\big[\frac1{15m^2}-\frac P{q^2}\big]$ tends to a constant at large $q$ and the integral converges at $q\sim m$. Using $\int\frac{d^3q}{(2\pi)^3}=\frac1{2\pi^2}\int q^2dq$, the constants give $4\pi\cdot16\pi/(2\pi^2)=32$, the factor $|\psi(0)|^2$ brings $1/\pi$, and $q=mQ$ brings $1/m^3$:

$$a_1=\frac{32}\pi\int_0^\infty\frac{dQ}{Q^2}\Big[\frac1{15}-\frac P{Q^2}\Big].$$

Since $\frac1{15}=2\int_0^1u^2dx$, the bracket is $2\int_0^1dx\,u\,[uQ^2-\ln(1+uQ^2)]/Q^2$. The integrand is positive, so the order of integration is free. With $s=\sqrt u\,Q$,

$$\int_0^\infty\frac{uQ^2-\ln(1+uQ^2)}{Q^4}dQ=u^{3/2}\int_0^\infty\frac{s^2-\ln(1+s^2)}{s^4}ds.$$

Integrate by parts with $s^{-4}=(-\frac13s^{-3})'$. The boundary term vanishes, as $s^4/s^3$ at zero and $s^2/s^3$ at infinity. The derivative of the numerator is $2s-\frac{2s}{1+s^2}=\frac{2s^3}{1+s^2}$, so the integral is $\frac23\int_0^\infty\frac{ds}{1+s^2}=\frac\pi3$. What remains is $\int_0^1u^{5/2}dx$. With $x=\frac12(1+\sin\phi)$, $u=\frac14\cos^2\phi$ and $dx=\frac12\cos\phi\,d\phi$, it equals $\frac1{64}\int_{-\pi/2}^{\pi/2}\cos^6\phi\,d\phi$. The mean of $\cos^6\phi$ is the constant term of $2^{-6}(e^{i\phi}+e^{-i\phi})^6$, namely $20/64=5/16$, so the integral is $\frac1{64}\cdot\frac{5\pi}{16}=\frac{5\pi}{1024}$. Then

$$a_1=\frac{32}\pi\cdot2\cdot\frac\pi3\cdot\frac{5\pi}{1024}=\frac{5\pi}{48}.$$

Numerical integration of the same tail integral gives $0.3272492347$. The odd power $1/m^3$ is possible because it comes from an integral over $q$ of a function of $q^2/m^2$, not from its Taylor series.

### Where the series fails

For $1S$ the $r$ integral can be done without expanding: $4\pi\cdot\frac{\beta^3}\pi\int re^{-2(mt+\beta)r}dr=\beta^3/(mt+\beta)^2$, so

$$F_1(\kappa)=-\frac23\int_1^\infty\frac{w(t)\,dt}{(t+\kappa)^2},\qquad a_k=-\frac23(-1)^k(k+1)J_{k+2}.$$

The coefficients alternate in sign. For large $p$, $J_p$ is dominated by $x\to1$, where the integrand behaves as $\frac32\sqrt{2(1-x)}\,e^{-p(1-x)}$, so $J_p\propto p^{-3/2}$ and $|a_k|\propto k^{-1/2}$. The ratio of successive coefficients tends to one in size, and the radius of convergence is exactly $\kappa=1$. For general $n$, a term $r^je^{-2\beta r/n}$ of the density gives $(t+\kappa/n)^{-(j+2)}$. Near threshold $w\propto\sqrt{t-1}$, so its $t$ integral behaves as $(1+\kappa/n)^{-j-1/2}$ when $\kappa\to-n$. The highest power $j=2n-2$ has a nonzero coefficient and is the most singular, so nothing cancels it. The radius is $\kappa=n$, which matches the sufficient condition found earlier. Physically, the expansion requires the decay length $n/\beta$ of the wave function to exceed $1/m$.

For an electron $\kappa\le Z\alpha<1$ and the series converges. For a heavier bound particle it need not. In muonic hydrogen, with the reduced mass of muon and proton, $\kappa=1.3561$. For $1S$ this lies outside the radius: the quadrature value is $F_1=-0.08790$, while the first two terms give $+0.17713$, with a sign that an attractive potential cannot produce, and the program tests that the high terms of the series are huge. For $2S$ it lies inside: the sum of 151 terms is $-0.081315$, equal to the quadrature value $-0.081315$. Convergence does not make the truncation useful there, since the two-term value is again $+0.17713$ ($a_0$ and $a_1$ do not depend on $n$). In the opposite limit $\kappa\gg1$, $w\simeq1/t$ over $1\ll t\ll\kappa$ gives $F_1\simeq-\frac23\kappa^{-2}\ln\kappa$ to leading logarithm, the regime in which the potential acts as a running Coulomb coupling and not as a contact term.

### Is the Schrödinger wave function good enough at $r\sim1/m$?

Take $\mu=m=1$ and $z=Z\alpha$. The radial Dirac equations for $S_{1/2}$ states, with $g$ and $f$ equal to $r$ times the large and small components and $\varepsilon$ the energy including the rest mass, are

$$g'-\frac gr=\Big(\varepsilon+1+\frac zr\Big)f,\qquad f'+\frac fr=-\Big(\varepsilon-1+\frac zr\Big)g.$$

For $1S$ try $g=r^\gamma e^{-zr}$, $f=-\eta g$, $\varepsilon=\gamma=\sqrt{1-z^2}$, with $\eta=z/(1+\gamma)=(1-\gamma)/z$; the two forms agree because $z^2=(1-\gamma)(1+\gamma)$. In the first equation, divided by $g$, the left side is $(\gamma-1)/r-z$ and the right side is $-\eta(1+\gamma)-\eta z/r=-z-(1-\gamma)/r$. In the second the left side is $-\eta(\gamma+1)/r+\eta z=-z/r+1-\gamma$ and the right side is $1-\gamma-z/r$. Both hold. The radial density $g^2+f^2$ is proportional to $r^{2\gamma}e^{-2zr}$; normalized, it is $(2z)^{2\gamma+1}r^{2\gamma}e^{-2zr}/\Gamma(2\gamma+1)$. Divide by the Schrödinger density $4z^3r^2e^{-2zr}$:

$$\frac{\text{Dirac}}{\text{Schrödinger}}=\frac{2\,(2zr)^{2\gamma-2}}{\Gamma(2\gamma+1)}=1-z^2\ln(2zr)+O(z^2),$$

because $2\gamma-2=-z^2+O(z^4)$ and $\Gamma(2\gamma+1)=2+O(z^2)$. There is no term linear in $z$, so $5\pi/48$ is unchanged. The potential fixes $r\sim1$, where $-z^2\ln(2zr)=\frac12z^2\ln z^{-2}+O(z^2)$; multiplying by $a_0$,

$$F^{\rm Dirac}-F^{\rm Schr}=-\frac2{15}(Z\alpha)^2\ln(Z\alpha)^{-2}+O\big((Z\alpha)^2\big).$$

For $n>1$ an order-of-magnitude argument gives the same: the state enters the equations only through $\varepsilon=1+O(z^2)$, so the shape of the regular solution at $r\lesssim1/m$ is that of $1S$ up to relative $O(z^2)$, and at $r\sim1/(zm)$ it joins the Schrödinger function up to relative $O(z^2)$. The program tests this for $2S$ with the closed-form Dirac solution. For both states it asserts the absence of a linear term, and a two-point extraction of the logarithm at small $Z\alpha$ gives $-0.1338$ for $1S$ and $-0.1339$ for $2S$, against $-2/15=-0.1333$. The extraction is made at finite $Z\alpha$, where the logarithm also multiplies $a_1Z\alpha$, so a deviation of relative order $Z\alpha\ln Z\alpha$ is expected.

The consequence for (3), for an electron and a point nucleus of infinite mass, is that $a_0$ and $a_1$ are the true coefficients of the Uehling shift, while $a_2$ is only the Schrödinger part of the order $(Z\alpha)^6$. At that order the loop with three Coulomb vertices (the Wichmann–Kroll term) also enters by power counting: a potential of order $\alpha(Z\alpha)^3$ times a density of order $(Z\alpha)^3$. Furry's theorem removes the loop with two Coulomb vertices, which is the one that could have competed at $(Z\alpha)^5$. A nuclear radius $R_N$ with $mR_N\ll1$ (the rms charge radius) puts a form factor $1-q^2R_N^2/6$ into both the potential and the tail of $G$, so $P$ in the tail integral is multiplied by $1-q^2R_N^2/3$. With $\int_0^\infty\ln(1+uQ^2)\,dQ/Q^2=\pi\sqrt u$ and $\int_0^1u^{3/2}dx=3\pi/128$, this raises $a_1$ by $\frac\pi2(mR_N)^2$ at leading order, a relative amount $\frac{24}5(mR_N)^2$, which is small when a radius of a few femtometres is set against $1/m$ of roughly 390 fm.

### Worked example: hydrogen-like oxygen

Take O$^{7+}$, $Z=8$, with a point nucleus of infinite mass, so $\mu=m$ and $\kappa=Z\alpha$. With $1/\alpha=137.035999$ and $mc^2=510998.95$ eV,

$$Z\alpha=0.0583788,\qquad\frac\alpha\pi=2.322819\times10^{-3},\qquad(Z\alpha)^4=1.161505\times10^{-5}.$$

The prefactor of $F_1$ is $2.322819\times10^{-3}\times1.161505\times10^{-5}\times510998.95\ \text{eV}=13.787$ meV, and for $2S$ it is one eighth of this, $1.7233$ meV. The terms of $F_n$ are $-0.266667$, then $0.3272492\times0.0583788=0.019104$ for both states, then $-0.34286\times(0.0583788)^2=-0.001168$ for $1S$ and $-0.30000\times(0.0583788)^2=-0.001022$ for $2S$. The $5\pi/48$ term is thus $13.787\times0.019104=0.2634$ meV for $1S$ and $1.7233\times0.019104=0.0329$ meV for $2S$; with $1\ \text{meV}=241.80$ GHz these are $63.69$ GHz and $7.96$ GHz. Its ratio to the contact term is $-1.227185\times0.0583788=-0.0716$.

| meV | $1S$ | $2S$ |
|---|---|---|
| contact term | $-3.6764$ | $-0.45955$ |
| $5\pi/48$ term | $+0.2634$ | $+0.03292$ |
| third term | $-0.0161$ | $-0.00176$ |
| sum of two | $-3.4130$ | $-0.42663$ |
| sum of three | $-3.4291$ | $-0.42839$ |
| Schrödinger, unexpanded | $-3.4283$ | $-0.42831$ |
| Dirac, unexpanded | $-3.4751$ | $-0.43545$ |

The digits serve to compare approximations within the model; recoil and nuclear size are left out. The unexpanded Schrödinger values are $-828.95$ GHz and $-103.6$ GHz. Relative to them, the contact term alone is too large in magnitude by $7.24\%$ for $1S$ and $7.29\%$ for $2S$, and the two-term sum is too small in magnitude by $0.44\%$ and $0.39\%$. For $1S$ the three partial sums fall alternately below and above the unexpanded value, following the alternating signs of $a_k$ derived above.

The table also shows that the third Schrödinger term is not the largest omitted piece. For $1S$ the Dirac correction is $-0.04685$ meV, about three times the third term and $0.04685/0.2634=18\%$ of the $5\pi/48$ term in size; for $2S$ it is $-0.0071$ meV, about four times the third term. The logarithm accounts for most of this but not all. With $(Z\alpha)^2=0.003408$ and $\ln(Z\alpha)^{-2}=5.68$, the leading-log estimate is $-\frac2{15}\times0.003408\times5.68=-0.00258$, while the computed differences in $F$ are $-0.252064+0.248666=-0.00340$ for $1S$ and $-0.252679+0.248540=-0.00414$ for $2S$. The logarithm is the same for both states, so the remainder, which differs between them, belongs to the non-logarithmic $(Z\alpha)^2$ terms and higher orders, not derived here. Relative to the Dirac value, the two-term sum for $1S$ is too small in magnitude by $1-3.4130/3.4751=1.8\%$, and the contact term alone is too large by $3.6764/3.4751-1=5.8\%$.

The program that performs these tests, and its output, are printed below.

## Table of computed values

```
J_2 (quadrature) = 0.4000000000
J_3 (quadrature) = 0.2454369261
J_4 (quadrature) = 0.1714285714
-4/15 = -0.2666666667, 5 pi/48 = 0.3272492347
n=1 extracted a0,a1,a2 = -0.26666667, 0.3272492, -0.34286; formula a2 = -0.34286
n=2 extracted a0,a1,a2 = -0.26666667, 0.3272492, -0.30000; formula a2 = -0.30000
n=3 extracted a0,a1,a2 = -0.26666667, 0.3272492, -0.29206; formula a2 = -0.29206
n=4 extracted a0,a1,a2 = -0.26666667, 0.3272492, -0.28929; formula a2 = -0.28929
a1 from momentum tail integral = 0.3272492347
mean radius rbar = 0.613592 /m; a1/a0 = -1.227185
Dirac log coefficient 1S, 2S = -0.1338, -0.1339; -2/15 = -0.1333
muonic H kappa = 1.3561
muonic H F_1 exact = -0.08790, two terms = 0.17713
muonic H F_2 exact = -0.081315, 151-term series = -0.081315
O7+: Z = 8, 1/alpha = 137.035999, m c^2 = 510998.95 eV
Z alpha = 0.0583788, alpha/pi = 2.322819e-03, (Z alpha)^4 = 1.161505e-05
1 meV = 241.7989 GHz
ratio second/first term = -0.07164
1S prefactor = 13.78659 meV
1S F terms = -0.266667, 0.019104, -0.001168
1S F exact Schroedinger = -0.248666, Dirac = -0.252064
1S contact term = -3.67642 meV
1S 5pi/48 term = 0.26338 meV = 63.686 GHz
1S third term = -0.01611 meV
1S sum of two = -3.41304 meV, of three = -3.42915 meV
1S exact Schroedinger = -3.42826 meV = -828.95 GHz
1S error contact only = 7.24 %, two terms = -0.44 %
1S Dirac = -3.47511 meV, Dirac - Schroedinger = -0.04685 meV
2S prefactor = 1.72332 meV
2S F terms = -0.266667, 0.019104, -0.001022
2S F exact Schroedinger = -0.248540, Dirac = -0.252679
2S contact term = -0.45955 meV
2S 5pi/48 term = 0.03292 meV = 7.961 GHz
2S third term = -0.00176 meV
2S sum of two = -0.42663 meV, of three = -0.42839 meV
2S exact Schroedinger = -0.42831 meV = -103.57 GHz
2S error contact only = 7.29 %, two terms = -0.39 %
2S Dirac = -0.43545 meV, Dirac - Schroedinger = -0.00713 meV
```
